# MP2 Second Derivatives: Symmetric and Asymmetric Forms, Responses and Costs

For hydrogen fluoride at a bond length of 0.92 Å, two formulas for the MP2 force constant both give 60.954 eV/Å$^2$. If the first-order amplitudes are then made 1% too large, with all other responses held fixed, one result moves by 0.0026 eV/Å$^2$ and the other by $-0.216$ eV/Å$^2$. The formulas also read different responses. Both differences follow from how the stationarity conditions of one Lagrangian are used.

## The energy as a linear functional of the integrals

Let $x,y$ be real perturbation strengths, zero at the point of interest. The reference is a stable Hartree–Fock determinant with real spin orbitals, and all electrons are correlated. Indices $i,j,k$ are occupied ($o$ of them), $a,b,c$ virtual ($v$), and $p,q,r,s$ general ($N=o+v$). Write $g_{pqrs}=\langle pq||rs\rangle$, and let $H$ denote the set of integrals $h$, $g$ and the nuclear scalar $e$. Square brackets show which integrals a quantity is built from:

$$f_{pq}[H]=h_{pq}+\sum_k g_{pkqk}.\tag{1}$$

At each $x$ the reference orbitals with fixed coefficients $C_0$ are symmetrically orthonormalized, $C(x)=C_0(C_0^TS(x)C_0)^{-1/2}$. The explicit derivative $H^x$ is taken in these orbitals, so overlap derivatives are already inside it. The Hartree–Fock orbitals at $x$ follow by a rotation $e^{\kappa}$ with $\kappa_{ia}=-\kappa_{ai}$ and no other elements. It changes the integrals to $e^{T_\kappa}H$, where $T_\kappa$ acts on every index in turn:

$$(T_\kappa h)_{pq}=\sum_r(\kappa_{rp}h_{rq}+\kappa_{rq}h_{pr}),\tag{2}$$

with four such terms for $g$ and none for $e$.

For doubles amplitudes let $\langle u,w\rangle=\frac14\sum_{ijab}u_{ij}^{ab}w_{ij}^{ab}$, and define

$$(D[f]t)_{ij}^{ab}=\sum_c(f_{ac}t_{ij}^{cb}+f_{bc}t_{ij}^{ac})-\sum_k(f_{ki}t_{kj}^{ab}+f_{kj}t_{ik}^{ab}).\tag{3}$$

The MP2 correlation energy is $\langle t,g\rangle$ with $g+D[f]t=0$. In canonical orbitals $D[f]$ is multiplication by $\Delta=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, so $t=-g/\Delta$. With a multiplier $\lambda$ for the amplitude equation,

$$L_2=\langle t,g\rangle+\langle\lambda,g+D[f]t\rangle .\tag{4}$$

Since $D$ is symmetric, stationarity in $t$ reads $g+D[f]\lambda=0$. This is the equation for $t$, so $\lambda=t$. The equality holds at every $x$, hence $\lambda^y=t^y$: the amplitude multiplier response costs nothing extra. Setting $\lambda=t$ gives the Hylleraas functional

$$J=2\langle t,g\rangle+\langle t,D[f]t\rangle,\tag{5}$$

whose variation $2\langle\delta t,g+D[f]t\rangle$ vanishes at the solution, where $J=\langle t,g\rangle$.

The orbitals do not minimize $J$. They obey $f_{ai}=0$, which is imposed with multipliers $z_{ai}$:

$$\Lambda[H]=E_{\rm HF}[H]+J[H]+\sum_{ai}z_{ai}f_{ai}[H].\tag{6}$$

At fixed $t,z$ this is linear in the integrals, so it can be written with densities,

$$\Lambda[H]=e+\sum_{pq}h_{pq}\gamma_{pq}+\tfrac14\sum_{pqrs}g_{pqrs}\Gamma_{pqrs}.\tag{7}$$

The two virtual terms of (3) contribute equally to $\langle t,D[f]t\rangle$, as do the two occupied ones, which turns $\frac14$ into $\frac12$. The coefficients of $f_{pq}$ in $J+z\cdot f$ are therefore

$$P_{ac}=\tfrac12\sum_{ijb}t_{ij}^{ab}t_{ij}^{cb},\quad P_{ik}=-\tfrac12\sum_{jab}t_{ij}^{ab}t_{kj}^{ab},\quad P_{ai}=P_{ia}=\tfrac12z_{ai}.\tag{8}$$

With $d$ the occupied projector and $Q=P+\frac12d$, we have $\gamma=d+P$ and

$$\Gamma_{pqrs}=Q_{pr}d_{qs}+Q_{qs}d_{pr}-Q_{ps}d_{qr}-Q_{qr}d_{ps}+\tau_{pqrs},\tag{9}$$

where $\tau_{ijab}=\tau_{abij}=t_{ij}^{ab}$ are the nonzero elements of $\tau$. The four $Q$ terms give equal contributions and cancel the $\frac14$ in (7). They yield $\sum P_{pq}g_{pkqk}$ from $P$ and $\frac12\sum g_{ijij}$ from $\frac12d$. The two blocks of $\tau$ give $2\langle t,g\rangle$.

## Orbital gradient and zeroth-order multipliers

Insert (2) into (7). The two one-electron terms are equal, and so are the four two-electron terms, so for any integrals $X$

$$\Lambda[T_\kappa X]=\sum_{rp}\kappa_{rp}W_{rp}=\kappa\cdot G[X],\qquad G_{ai}=W_{ai}-W_{ia},\tag{10}$$

$$W_{rp}=2\sum_qh_{rq}\gamma_{pq}+\sum_{qst}g_{rqst}\Gamma_{pqst},\tag{11}$$

where the dot means $\sum_{ai}$ and $h,g$ belong to $X$. The Hartree–Fock part of $G[X]$ is $2f_{ai}[X]$, which is zero for $X=H$.

The Fock matrix also changes under a rotation. Its outer indices give $\kappa_{ia}\varepsilon_i+\kappa_{ai}\varepsilon_a=(\varepsilon_a-\varepsilon_i)\kappa_{ai}$. The summed index $k$ in (1) gives $\sum_{bj}\kappa_{bj}(g_{abij}+g_{ajib})$. Thus

$$f_{ai}[T_\kappa H]=(A\kappa)_{ai},\quad A_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+g_{abij}+g_{ajib}.\tag{12}$$

For real orbitals $A$ is symmetric. Stationarity of (6) in $\kappa$ then reads $\kappa\cdot G_J[H]+z\cdot A\kappa=0$ for every $\kappa$, where $G_J$ is the part of $G$ due to $J$:

$$Az=-G_J[H].\tag{13}$$

This equation is solved once, whatever the number of perturbations.

Second derivatives contain two successive rotations. The second-order term of $e^{T_\kappa}$ is the symmetrized product $\frac12(T_\kappa T_\mu+T_\mu T_\kappa)$, but inside $\Lambda$ the order does not matter. The commutator of $T_\kappa$ and $T_\mu$ is some $T_\rho$, where $\rho$ is, up to sign, the commutator of two occupied–virtual matrices. It therefore has only occupied–occupied and virtual–virtual blocks. For such a $\rho$:

- $E_{\rm HF}$ is unchanged, because the determinant is unchanged;
- rotating the integrals in $J$ is equivalent to counter-rotating $t$, and $J$ is stationary in $t$;
- $f_{ai}[T_\rho H]$ is a combination of elements $f_{bj}$, which all vanish.

Hence

$$\Lambda[T_\rho H]=0,\qquad \Lambda[T_\kappa T_\mu H]=\Lambda[T_\mu T_\kappa H].\tag{14}$$

In the example both statements were tested, the first through the symmetry of $W$ in all its blocks.

## First derivative and first-order responses

At a general $x$ the energy is $\Lambda[e^{T_\kappa}H]$ with $\kappa,t,z$ at their stationary values. Their derivatives therefore drop out:

$$E^x=\Lambda[e^{T_\kappa}H^x]\;\longrightarrow\;\Lambda[H^x]\quad\text{at }\kappa=0.\tag{15}$$

The expression before the arrow is the one to differentiate again.

The responses come from differentiating the three stationarity conditions. Write $T_y$ for $T_{\kappa^y}$ and $H^{(y)}=H^y+T_yH$ for the total first-order integrals; $f^y,g^y$ are built from $H^y$, and $f^{(y)},g^{(y)}$ from $H^{(y)}$. The condition $f_{ai}=0$ gives, by (12),

$$A\kappa^y=-f^y_{vo},\tag{16}$$

where the subscript marks the virtual–occupied block. The amplitude equation gives

$$\Delta t^y=-R^y,\qquad R^y=g^{(y)}+D[f^{(y)}]t,\tag{17}$$

with $g$ restricted to its $ijab$ block. Equation (17) divides by $\Delta$ and never by a difference of two occupied or two virtual energies, so degeneracy within either set does no harm. Hydrogen fluoride has such degenerate $\pi$ orbitals, although neither perturbation used below splits them.

For the third condition, define the change of $\Lambda[X]$ when $t$ changes by $s$, and its orbital gradient:

$$\Lambda_s[X]=2\langle s,g[X]+D[f[X]]t\rangle,\qquad \Lambda_s[T_\kappa H]=\kappa\cdot G_s.\tag{18}$$

The quantity that vanishes for every direction $\kappa$ changes with $y$ through the explicit integrals, the orbitals, the amplitudes and the multipliers. With (14) the orbital contribution is $\Lambda[T_\kappa T_yH]=\kappa\cdot G[T_yH]$. The multiplier contribution is $z^y\cdot A\kappa$. Therefore

$$Az^y=-G[H^{(y)}]-G_{t^y}.\tag{19}$$

The matrix is that of (16), but the right-hand side requires $\kappa^y$ and $t^y$ first.

## The asymmetric form

Differentiate (15) with respect to $y$. The integrals supply $\Lambda[H^{xy}]$, the orbitals $\Lambda[T_yH^x]=\kappa^y\cdot G[H^x]$, the amplitudes $\Lambda_{t^y}[H^x]$, and the multipliers $z^y\cdot f^x_{vo}$:

$$E^{xy}=\Lambda[H^{xy}]+\kappa^y\cdot G[H^x]+2\langle t^y,g^x+D[f^x]t\rangle+z^y\cdot f^x_{vo}.\tag{20}$$

It needs $\kappa^y,t^y,z^y$, and no response to $x$. It is the derivative of a gradient: the relaxed densities change with $y$, and the bare integrals $H^x$ measure that change.

## The mixed and symmetric forms

The multiplier response can be exchanged for the orbital response to $x$. By (16), the symmetry of $A$, and (19),

$$z^y\cdot f^x_{vo}=-z^y\cdot A\kappa^x=-\kappa^x\cdot Az^y=\kappa^x\cdot G[H^{(y)}]+\kappa^x\cdot G_{t^y}.\tag{21}$$

By (18) the last term is $2\langle t^y,g[T_xH]+D[f[T_xH]]t\rangle$. Added to the amplitude term of (20) it completes $H^x$ to $H^{(x)}$, giving $2\langle t^y,R^x\rangle$. The mixed form follows:

$$E^{xy}=\Lambda[H^{xy}]+\kappa^y\cdot G[H^x]+\kappa^x\cdot G[H^{(y)}]+2\langle t^y,R^x\rangle.\tag{22}$$

It needs $\kappa^x,\kappa^y$ and $t^y$. Now add $2\langle t^x,R^y+\Delta t^y\rangle$, which is zero by (17), and separate $H^{(y)}$:

$$\begin{aligned}E^{xy}={}&\Lambda[H^{xy}]+\kappa^x\cdot G[H^y]+\kappa^y\cdot G[H^x]+\kappa^x\cdot G[T_yH]\\&+2\langle t^y,R^x\rangle+2\langle t^x,R^y\rangle+2\langle t^x,\Delta t^y\rangle.\end{aligned}\tag{23}$$

This is the symmetric form; (14) makes its fourth term symmetric in $x$ and $y$. It needs $\kappa$ and $t$ for both perturbations, but neither $z^x$ nor $z^y$.

| Form | Responses for $E^{xy}$ |
|---|---|
| symmetric (23) | $\kappa^x,\kappa^y,t^x,t^y$ |
| mixed (22) | $\kappa^x,\kappa^y,t^y$ |
| asymmetric (20) | $\kappa^y,t^y,z^y$ |

The Hartree–Fock limit, $t=z=0$, is a check. There $G[X]=2f_{vo}[X]$, so $\kappa^x\cdot G[H^{(y)}]=2\kappa^x\cdot f^{(y)}_{vo}=0$, and all forms reduce to

$$E_{\rm HF}^{xy}=\Lambda_{\rm HF}[H^{xy}]+2\kappa^y\cdot f^x_{vo}.\tag{24}$$

One orbital response then suffices. MP2 needs more because its energy is not stationary in the orbitals.

## Errors in the responses

Let the responses in (23) carry errors $\delta\kappa^y,\delta t^y$, and likewise for $x$. The term linear in $\delta t^y$ is $2\langle\delta t^y,R^x+\Delta t^x\rangle=0$. What remains from amplitude errors alone is $2\langle\delta t^x,\Delta\,\delta t^y\rangle$.

Orbital errors are different. Collecting the terms linear in $\delta\kappa^y$ and using (19) for $x$,

$$\delta E^{xy}=\delta\kappa^y\cdot(G[H^x]+G[T_xH]+G_{t^x})=-\delta\kappa^y\cdot Az^x.\tag{25}$$

So $z^x$ is absent from (23) because $\kappa^y$ is assumed to solve (16), not because the energy is insensitive to $\kappa^y$. Let $r^y=f^y_{vo}+A\kappa^y$ be the residual of (16) for the approximate response; it equals $A\,\delta\kappa^y$. Adding $z^x\cdot r^y+z^y\cdot r^x$ to (23) cancels the linear errors, but now the multiplier responses are required. An error in $z^x$ then enters only multiplied by $r^y$.

The asymmetric form (20) is linear in each of its responses, and so is its error when one response is wrong and the others are held fixed.

Inserting (17) shortens the amplitude part of (23) to $-2\langle t^x,\Delta t^y\rangle$. This has the same value for solved responses, but it is no longer stationary: scaling both amplitudes by $1+\delta$ changes it by the fraction $2\delta+\delta^2$.

## Cost per perturbation

The counts below are for dense tensors, without screening or factorized integrals.

**Orbital response $\kappa^y$.** A derivative Fock matrix costs up to order $N^4$. Equation (16) is then solved iteratively, with $o^2v^2$ multiplications per product with a stored $A$.

**Amplitude response $t^y$.** If $y$ changes the two-electron integrals, their transformation to the $ijab$ block starts with a step of order $oN^4$. The rotation $T_yg$ and the dressing in (17) cost $o^2v^3+o^3v^2$ each, up to small factors. A one-electron perturbation in fixed basis functions avoids the derivative-integral transformation, but not the rotation or the dressing. The solution itself is a division.

**Multiplier response $z^y$.** The term $G_{t^y}$ contains $\sum_{jbc}g_{ajbc}(t^y)_{ij}^{bc}$, of order $o^2v^3$. In $G[T_yH]$ the rotation can be moved from the integrals to the amplitudes; contraction with four-virtual integrals then costs $ov^4$. A second iterative solve follows.

The symmetric form avoids $G_{t^y}$ and the second solve, but it still contains $G[H^y]$ and $G[T_yH]$, so it remains fifth order per perturbation. Besides the contraction $\Lambda[H^{xy}]$, which all forms share, it then needs dot products of length $ov$ and $o^2v^2$ for each pair, and $o^2v^2$ numbers stored per perturbation unless the amplitudes are rebuilt. The asymmetric form can treat one $y$ at a time and discard its amplitudes. Besides $\Lambda[H^{xy}]$, each pair then costs a contraction of $H^x$ with the response densities of $y$: order $N^2$ for a one-electron $x$, up to $N^4$ for a two-electron one.

Take $M$ perturbations $x$ and a separate set of $K$ perturbations $y$. The symmetric and mixed forms need $M+K$ iterative solves, the asymmetric form $2K$, so the latter needs fewer when $M>K$. For dipole derivatives with 30 nuclear coordinates and 3 field components, the counts are 33 and 6. For the full Hessian of those 30 coordinates the sets coincide, and the order reverses: 30 against 60.

## Hydrogen fluoride

The example uses MP2 in the cc-pVDZ basis. The bond length 0.92 Å is a round choice, and the remaining slope, 0.040 eV/Å, shows that it is not exactly the minimum. The perturbations are the bond length $R$ and a field $\mathcal F$ along the bond, with electronic term $+\mathcal Fz$. The dipole derivative is therefore $-E^{R\mathcal F}$ and the polarizability $-E^{\mathcal F\mathcal F}$. There are $o=10$ occupied and $v=28$ virtual spin orbitals, hence 280 unknowns in (16), and one dressing takes $10^2\cdot28^3+10^3\cdot28^2\approx2.98\times10^6$ multiplications.

In eV/Å$^2$, the force constant is assembled from explicit, orbital, amplitude and multiplier parts as

$$\begin{aligned}\text{symmetric:}\quad&1647.107-1559.830-26.323=60.954,\\ \text{asymmetric:}\quad&1647.107-1563.337-21.589-1.227=60.954.\end{aligned}\tag{26}$$

The two lines are linked by (21). The orbital part differs by $\kappa^R\cdot G[H^{(R)}]=3.507$ and the amplitude part by $\kappa^R\cdot G_{t^R}=-4.734$. Their sum is $-1.227$, the multiplier part. The large cancellation between explicit and orbital parts has no separate physical meaning: reference orbitals that also rotate with $x$ would change $\kappa^x$, $H^x$ and $H^{xy}$, and with them the separate parts, but not the sum.

Finite differences of separately converged MP2 energies also give 60.954 eV/Å$^2$, or 0.6273 hartree/bohr$^2$. This tests the responses and their assembly together. The same agreement was tested for the dipole derivative and the polarizability, including the asymmetric dipole derivative with the roles of $R$ and $\mathcal F$ exchanged.

The opening numbers can now be read. With both amplitude responses in (23) scaled by $1\pm0.01$, the error is $0.01^2\cdot2\langle t^R,\Delta t^R\rangle=10^{-4}\cdot26.32=0.0026$ eV/Å$^2$, for either sign. In (20), with $\kappa^R$ and $z^R$ held fixed, it is $\pm0.01\cdot(-21.59)=\mp0.216$ eV/Å$^2$.

With the amplitude responses held at their exact values, orbital errors of $\pm1\%$ in the symmetric form give 0.132 and 0.181 eV/Å$^2$. Half their difference is $-0.0245$, which is the linear error $-2\cdot0.01\cdot1.227$ predicted by (25). Their mean, 0.157, is the quadratic error $0.01^2\,\kappa^R\cdot G[T_RH]$. The residual terms remove the linear part and leave 0.157 for both signs. For positive scaling this is larger than the uncorrected 0.132: a better order of error is not a smaller error in every instance. In the asymmetric form, 1% in $\kappa^R$ alone, with the exact $t^R$ and $z^R$ held fixed, would cost $0.01\cdot1563=15.6$ eV/Å$^2$, a quarter of the force constant. An incompletely converged orbital response need not act this way, because $t^y$ and $z^y$ are computed from it, provided (19) keeps the Hartree–Fock part of $G[H^{(y)}]$. That part is $2r^y$: it vanishes for an exact $\kappa^y$ but not for an approximate one. If (17) and (19) are solved accurately for the approximate $\kappa^y$, step (21) still holds with the exact $\kappa^x$, and (20) equals (22) for the same $\kappa^y$ and $t^y$. The errors then compensate down to $-\delta\kappa^y\cdot Az^x$, which for $\pm1\%$ is only $\mp0.012$ eV/Å$^2$. Consistency among the three responses thus removes the large separate errors of the asymmetric form, but not this linear one. If the term $2r^y$ is dropped from (19), the additional error $2\,\delta\kappa^y\cdot f^x_{vo}$ survives, as it does in (24), and the total for $\pm1\%$ is again $\mp15.6$ eV/Å$^2$.

| Quantity | HF | MP2 |
|---|---|---|
| Force constant, eV/Å$^2$ | 60.55 | 60.95 |
| Dipole derivative, $e$ | 0.417 | 0.337 |
| Polarizability, $e$ Å$^2$/V | 0.0417 | 0.0429 |

At this common bond length, correlation raises the force constant by 0.7% of its Hartree–Fock value and the polarizability by 3%, and lowers the dipole derivative by 19%. These are values for this basis, which has no diffuse functions, and for second-order correlation; they are not predictions of measured values. They are not converged in the basis. In aug-cc-pVTZ at the same bond length the HF and MP2 values are about 60.35 and 60.27 eV/Å$^2$, 0.407 and 0.345 $e$, and 0.0591 and 0.0654 $e$ Å$^2$/V, and the MP2 slope is $-0.007$ eV/Å. The correlation shift of the force constant then changes sign ($-0.1\%$), the other two shifts become $-15\%$ and $+11\%$, and the MP2 polarizability is about 50% larger.

## Where the formulas fail

If an eigenvalue $\alpha$ of $A$ approaches zero, the Hartree–Fock state approaches an instability. An open-shell determinant has an exact zero mode from overall spin rotation, which is not an instability; there $A$ is to be read on spin-conserving rotations, and the gaps below as same-spin gaps. Where symmetry allows the coupling, $\kappa^x,\kappa^y$ and $z$ each grow as $1/\alpha$. Equation (24) then diverges as $1/\alpha$, but the MP2 term $z\cdot f_{vo}[T_xT_yH]$ inside $\kappa^x\cdot G[T_yH]$ can grow as $1/\alpha^3$. If the soft mode breaks spatial symmetry, $z$ has no component along it and the growth is $1/\alpha^2$. If it is a triplet mode of a closed shell, spin-free perturbations do not couple to it and nothing diverges. Where the coupling exists, MP2 second derivatives can become useless while the Hartree–Fock ones still look reasonable.

For a stable reference, a small denominator $\Delta$ is not a separate failure. By (12), $A_{ai,ai}=\varepsilon_a-\varepsilon_i-g_{aiai}$ with $g_{aiai}\ge0$. No diagonal element of $A$ lies below its lowest eigenvalue $\alpha_{\min}$, so every orbital gap is at least $\alpha_{\min}$ and $\Delta\ge2\alpha_{\min}$. The denominator can vanish only if $\alpha_{\min}$ does too.

If a calculation is continued on an unstable reference, this bound gives no protection and $\Delta$ can become small. When both perturbations change that denominator to first order, $t\sim1/\Delta$, $R^x\sim1/\Delta$ and $t^x\sim1/\Delta^2$, so $\langle t^x,\Delta t^y\rangle\sim1/\Delta^3$, as expected from differentiating an energy $\sim1/\Delta$ twice. Exchanging one form for another removes neither divergence, because all three are the same derivative. The numerical output gives the values with more digits.

## Computed values

```
bond length (chosen)                    0.9200 angstrom
occupied, virtual spin orbitals         10, 28
orbital-response unknowns o*v           280
dressing products o^2v^3 + o^3v^2       2979200
energy steps: bond 0.01058 angstrom, field 0.2571 V/angstrom
HF total energy                         -2721.66350 eV
MP2 correlation energy                  -5.54867 eV
MP2 dE/dR, Lagrangian                   0.03987 eV/angstrom
MP2 dE/dR, finite difference            0.03993 eV/angstrom
MP2 dipole -dE/dF, Lagrangian           0.38434 e angstrom
MP2 dipole, finite difference           0.38434 e angstrom
force constant, HF response: 60.55285 eV/angstrom^2
force constant, MP2 symmetric: 60.95413 eV/angstrom^2
force constant, MP2 mixed: 60.95413 eV/angstrom^2
force constant, MP2 asymmetric: 60.95413 eV/angstrom^2
force constant, MP2 finite difference: 60.95408 eV/angstrom^2
dipole derivative, HF response: 0.41689 e
dipole derivative, MP2 symmetric: 0.33722 e
dipole derivative, MP2 mixed: 0.33722 e
dipole derivative, MP2 asymmetric: 0.33722 e
dipole derivative, MP2 finite difference: 0.33722 e
polarizability, HF response: 0.04165 e angstrom^2/V
polarizability, MP2 symmetric: 0.04292 e angstrom^2/V
polarizability, MP2 mixed: 0.04292 e angstrom^2/V
polarizability, MP2 asymmetric: 0.04292 e angstrom^2/V
polarizability, MP2 finite difference: 0.04292 e angstrom^2/V
dipole derivative, asymmetric, roles swapped: 0.33722 e
force constant in atomic units: 0.627270 hartree/bohr^2
force-constant parts: explicit, orbital, amplitude, multiplier
  symmetric: 1647.1070, -1559.8301, -26.3228, 0.0000 eV/angstrom^2
  mixed: 1647.1070, -1559.8301, -26.3228, 0.0000 eV/angstrom^2
  asymmetric: 1647.1070, -1563.3373, -21.5889, -1.2268 eV/angstrom^2
responses read for d2E/dRdF (R = row, F = column)
  symmetric: kappa^F, kappa^R, t^F, t^R
  mixed: kappa^F, kappa^R, t^F
  asymmetric: kappa^F, t^F, z^F
iterative solves, 30 nuclear x 3 field block; full Hessian
  symmetric: 33; 30
  mixed: 33; 30
  asymmetric: 6; 60
force-constant error from +1% and -1% response error, eV/angstrom^2
  amplitudes, symmetric: 0.002632, 0.002632
  amplitudes, asymmetric: -0.215889, 0.215889
  orbitals, symmetric: 0.132149, 0.181220
  orbitals, symmetric + residual terms: 0.156684, 0.156684
```
